Shirley Interpolation of Bands with Ultrasoft Pseudopotentials

An ultrasoft band calculation requires a generalized eigenproblem at each wavevector k, with a Hamiltonian and an overlap operator that both depend on k. The aim is to replace the many plane-wave problems needed for a fine k mesh by small ones, using information from a few k-points.

Hartree atomic units are used. The crystal has cell volume Ω, lattice vectors R and reciprocal vectors G. Its operators are

H = −½∇² + V(r) + Σ_R Σ_ij |β_i^R> D_ij <β_j^R|,

S = 1 + Σ_R Σ_ij |β_i^R> q_ij <β_j^R|.

The index i labels an atom of the cell and one of its projectors. The function β_i^R(r) = β_i(r−τ_i−R) is centred on that atom, at τ_i+R. Each β_i is normalized to one and vanishes beyond a radius r_c, and spheres centred on periodic images of an atom do not overlap. D and q are Hermitian and do not connect different atoms, and S is positive definite. In a self-consistent calculation D contains the screened potential; here V and D are converged and held fixed. The treatment is at the mean-field level, for a local V.

**(a) Remove the Bloch phase. What eigenproblem does the periodic part of a Bloch state obey?**

Write ψ_nk = e^{ik·r}u_nk, with u_nk periodic. The product rule gives

−i∇(e^{ik·r}u) = e^{ik·r}(−i∇ + k)u.

Applying it twice turns −½∇² into ½(−i∇+k)². The local potential commutes with the phase and is unchanged.

For the nonlocal part, Bloch's theorem gives ψ(r+R) = e^{ik·R}ψ(r), so that

<β_j^R|ψ> = e^{ik·R} ∫ β_j*(r−τ_j) e^{ik·r} u(r) d³r.

The integral, over all space, is called p_j. After multiplication by e^{−ik·r}, the nonlocal term of H acting on ψ becomes Σ_ij b_ik(r) D_ij p_j, with the periodic function

b_ik(r) = Σ_R e^{−ik·(r−R)} β_i(r−τ_i−R).

Moreover p_j = <b_jk|u>, where the inner product now runs over one cell: the sum over R in b_jk* reassembles the integral over all space. Hence

H_k u_nk = ε_nk S_k u_nk,

H_k = ½(−i∇+k)² + V + Σ_ij |b_ik> D_ij <b_jk|,

S_k = 1 + Σ_ij |b_ik> q_ij <b_jk|.

States are normalized by <u|S_k|u> = 1. Their plain squared norm is therefore 1 − Σ_ij p_i* q_ij p_j, which can differ from one.

On a plane wave Ω^{−1/2}e^{iG·r} the kinetic operator has the value ½|k+G|². One fixed set of G is used for all k below. A set selected by ½|k+G|² would change with k, and the full problems at different k would then act in different finite spaces.

**(b) Which k-independent basis of M functions best represents a set of sampled periodic states?**

"Best" needs a measure. S_k changes with k and cannot supply one common metric, so take the ordinary inner product over the cell. Let Q project onto the M-dimensional space sought. For N_k sampled k-points and a fixed number of bands at each, minimize

F(Q) = (1/N_k) Σ_nk ‖u_nk − Q u_nk‖².

Since Q² = Q = Q†, each squared norm is <u|u> − <u|Q|u>. With the covariance operator

C = (1/N_k) Σ_nk |u_nk><u_nk|,

this becomes F = Tr C − Tr(QC). Let C have orthonormal eigenvectors φ_a with eigenvalues c_1 ≥ c_2 ≥ … ≥ 0. For an orthonormal basis B_b of the space,

Tr(QC) = Σ_a c_a w_a, w_a = Σ_b |<φ_a|B_b>|².

The weights satisfy 0 ≤ w_a ≤ 1, because w_a is the squared norm of Qφ_a. Their sum is M, because each B_b has norm one. Therefore

Σ_a c_a w_a − Σ_{a≤M} c_a
= −Σ_{a≤M} c_a(1−w_a) + Σ_{a>M} c_a w_a
≤ c_M [−Σ_{a≤M}(1−w_a) + Σ_{a>M} w_a]
= c_M (−M + Σ_a w_a) = 0.

The inequality replaces c_a by c_M, which is no larger than c_a in the first sum and no smaller in the second. The upper limit is reached by B_a = φ_a for a ≤ M. The optimal basis, called the Shirley basis below, thus consists of the leading eigenvectors of C, and

F_min = Σ_{a>M} c_a.

This is optimality for the sampled states in the chosen metric. It does not say that the energy error is least, or that unsampled states are represented equally well.

No smooth choice of phases is needed. If the sampled bands at one k are mixed by a unitary matrix, Σ_n |u_nk><u_nk| is unchanged.

The sample should include opposite faces of the k cell. The same Bloch state can be labelled k or k+G₀, and equality of the two forms of ψ gives, up to a constant phase,

u_{k+G₀}(r) = e^{−iG₀·r} u_k(r).

These periodic functions differ although their energies agree. The relation holds for the complete set of G; a finite fixed set breaks it slightly. If V, the projectors, D and q are real, complex conjugation also gives u_{−k} = u_k*, which nearly halves the sampling work.

**(c) Project the eigenproblem onto this basis. Which parts are polynomial in k?**

Set u = Σ_b c_b B_b and multiply the equation from the left by B_a*. The kinetic energy splits as

½|k+G|² = ½G² + k·G + ½k².

With B_b(G) the plane-wave coefficients of B_b, define

(K0)_ab = Σ_G B_a*(G) ½G² B_b(G),

(K1)_ab = Σ_G B_a*(G) G B_b(G),

so that K1 is a vector of three matrices. The last term gives ½k² δ_ab, since the basis is orthonormal in the ordinary sense. It multiplies the unit matrix, not S_k.

For the projections, put r = τ_i+s in the integral of part (a):

<b_ik|B_b> = e^{ik·τ_i} P_ib(k),

P_ib(k) = ∫ β_i*(s) e^{ik·s} B_b(τ_i+s) d³s.

In the nonlocal matrix the prefactors occur as e^{−ik·τ_i} D_ij e^{ik·τ_j}. D connects projectors of the same atom, for which τ_i = τ_j, so the factors cancel. The same holds for q. The small matrices are

H_k = K0 + V + k·K1 + ½k² 1 + P_k† D P_k,

S_k = 1 + P_k† q P_k,

where V now denotes the matrix of the local potential. The bands follow from H_k c = ε S_k c. With exact P_k, these matrices are the compression of the full ones; the approximation lies in the size of the basis.

To evaluate P_k, insert B_b(r) = Ω^{−1/2} Σ_G B_b(G)e^{iG·r} and define β̂_i(κ) = ∫ β_i(s)e^{−iκ·s}d³s. Then

P_ib(k) = Ω^{−1/2} Σ_G β̂_i*(k+G) e^{iG·τ_i} B_b(G).

The kinetic part is a quadratic polynomial in k. The nonlocal parts are not polynomials unless they vanish. P_ib is the Fourier transform of an integrable function and tends to zero at large |k|, and so do the elements of P_k†DP_k and P_k†qP_k. A nonzero polynomial cannot do this.

Two limits show the structure. For q = 0 the overlap is the unit matrix, and the norm-conserving form remains. For small k,

P_ib(k) = P_ib(0) + i k·∫ β_i*(s) s B_b(τ_i+s) d³s + O(k²),

so the ultrasoft overlap in general already changes at first order in k. Keeping S_k at its Γ value is then inconsistent with a k·p expansion even at that order.

**(d) How can the projections be tabulated, and how large is the interpolation error?**

The sum over G for P_k still involves the large plane-wave set. It can be done in advance on a k grid. Compact support of β_i makes P smooth: each derivative along x brings down a factor i s_x, and |s_x| ≤ r_c. The Cauchy–Schwarz inequality then gives

|∂_x^m P_ib| ≤ r_c^m ‖β_i‖ ‖B_b‖_sphere ≤ r_c^m.

The sphere does not overlap its own images, so the norm of B_b inside it is at most its cell norm, one.

Take first a single k component x on an interval of length L centred at zero. Interpolate a real function f by the polynomial If of degree m−1 through m nodes x_j, and let ω(y) = Π_j(y−x_j). For x not a node, the function

g(y) = f(y) − If(y) − [f(x)−If(x)] ω(y)/ω(x)

has m+1 zeros: the nodes and x. By repeated use of Rolle's theorem its mth derivative vanishes at some ξ. Since the mth derivative of If is zero and that of ω is m!,

f(x) − If(x) = f^(m)(ξ) ω(x)/m!.

For complex f, multiply by the constant phase that makes the error at x real, and apply the result to the real part. The Chebyshev nodes x_j = (L/2)cos[(2j+1)π/(2m)], j = 0,…,m−1, give ω(x) = 2(L/4)^m T_m(2x/L), with |T_m| ≤ 1. The error along one direction is therefore at most

e_m = 2(L r_c/4)^m / m!.

In three dimensions, apply the interpolation operators I_x, I_y and I_z in turn:

f − I_xI_yI_z f = (f−I_xf) + I_x(f−I_yf) + I_xI_y(f−I_zf).

Let Λ be the Lebesgue constant, the largest value on the interval of the sum of the absolute Lagrange polynomials. One interpolation enlarges a maximum by at most Λ, so

|P_table − P| ≤ e_m(1 + Λ + Λ²).

Raising m by one multiplies e_m by (L r_c/4)/(m+1), so e_m falls rapidly once m is well above L r_c/4. If the phase e^{ik·τ_i} were kept, s_x would be replaced by s_x+τ_x, and the radius in the bound by r_c+|τ_x|. That phase cancels from the matrices but weakens the bound for every atom away from the origin, so it should be removed first.

**(e) How do the finite basis and the table affect the energies?**

Consider exact projections first. The nth eigenvalue of the full problem is the minimum, over n-dimensional spaces W, of the largest value of <v|H_k|v>/<v|S_k|v> in W. The small problem restricts W to the span of the basis. A minimum over fewer spaces cannot be lower, so each small-problem energy lies at or above the full one with the same index. Adding functions to the basis cannot raise it. For the same reason the smallest eigenvalue of S_k cannot fall on compression, and positivity is preserved.

For the lowest band the error can be bounded by the missing part of its state. Let u be the full solution with energy ε, v = Qu ≠ 0, δ = u−v and A = H_k−εS_k. Then Au = 0, and

<v|A|v> = <u−δ|A|u−δ> = <δ|A|δ>,

because every term with Au vanishes. As v is a trial state of the small problem, its lowest energy ε̃ obeys

0 ≤ ε̃ − ε ≤ <δ|A|δ> / <v|S_k|v>.

The energy error is quadratic in δ. For a higher band the Rayleigh quotient of one projected state need not be an upper bound to ε̃_n, because the projected state can contain lower states of the small problem. This argument therefore does not carry over.

A table adds an error δP to P_k, which changes the small matrices by δH and δS. To first order, for a nondegenerate level,

(δH − ε̃ δS − δε S_k)c + (H_k − ε̃S_k)δc = 0.

Multiplication by c† removes the last term. With c†S_kc = 1,

δε = c†(δH − ε̃δS)c = 2 Re[c†P_k†(D−ε̃q)δP c].

This shift can have either sign, so the variational bound no longer holds strictly once P_k is interpolated.

**(f) Apply the method to a model crystal and interpret the errors.**

Take a cubic cell of edge 6 bohr with atoms at (0,0,0) and (0.45,0.50,0.55), in units of the edge. Each carries a well −v exp(−r²/2w²), with w = 1 bohr and v = 1.5 and 1.0 Ha respectively. Inside r_c = 2 bohr the projectors are proportional to

(1−s²/r_c²)², (1−s²/r_c²)³, s_α(1−s²/r_c²)²,

where α = x, y, z. The first two are s functions and the other three are p functions. The coefficients, listed as s11, s12, s22 and the common p value, are:

- Atom 1: D = 0.4, −0.1, 0.2, −0.2 Ha; q = 0.3, −0.1, 0.2, −0.2.
- Atom 2: D = 0.2, 0.05, 0.1, 0.3 Ha; q = −0.2, 0.05, −0.1, 0.3.

The fixed set ½G² ≤ 10 Ha contains 341 plane waves. Eight bands are sampled at the 27 points whose components are −½, 0 or ½ in units of 2π/edge. This gives 27×8 = 216 states, from which C is formed and diagonalized. The six lowest bands are then compared with full diagonalization in the same plane-wave set at ten k-points: (0.2,0.1,0.3), (0.45,0.45,0.45) and eight random ones. The errors below are relative to that reference and do not include its cutoff error.

With direct evaluation of P_k, the largest band error at these points is:

- M = 30: 2.8×10⁻³ Ha
- M = 50: 3.7×10⁻⁴ Ha
- M = 75: 5.5×10⁻⁵ Ha
- M = 100: 1.0×10⁻⁵ Ha

For M = 100 the mean squared residual per k-point, summed over the eight bands, is 6.7×10⁻⁶. The 100 lowest states at Γ leave 3.7×10⁻⁴, and 100 plane waves of smallest |G| leave 5.5×10⁻³ to 6.0×10⁻³, depending on which 7 of the 30 waves in the last shell are taken. The Γ states give a largest band error of 2.6×10⁻⁴ Ha, about 26 times that of the Shirley basis of equal size.

At k = (0.2,0.1,0.3) the smallest eigenvalue of S_k is 0.802 in the full space and 0.803 in the small one. The lowest state has plain squared norm 0.963, the rest of its unit norm being augmentation. Its squared residual is 3.63×10⁻⁷, its energy error is 2.30×10⁻⁶ Ha, and the bound of part (e) is 2.36×10⁻⁶ Ha. The ratio

2.36×10⁻⁶ Ha / 3.63×10⁻⁷ ≈ 6.5 Ha

is the mean value of A in the missing part δ, up to the factor <v|S_k|v>, which is close to one. A small missing component can therefore carry a high energy. The ordinary metric of part (b) does not weigh this, which is why least residual and least energy error are different aims.

For the table, L = 2π/6 = 1.047 bohr⁻¹, so L r_c/4 = 0.5236. With seven nodes per direction,

e_7 = 2(0.5236)⁷/5040 = 4.28×10⁻⁶.

The Lebesgue constant, found by scanning the interval, is 2.202, and the bound becomes

4.28×10⁻⁶ × (1 + 2.202 + 2.202²) = 3.45×10⁻⁵.

The largest error in P at the ten points is 6.7×10⁻⁸, about 500 times below the bound. The largest errors occur in the p projectors. For a p function along the interpolated direction, replacing |s_x| by r_c throughout the sphere accounts for a factor of about 28; for the other projectors this factor is 75 to 150. The bound is also loose in taking the sphere norm of B_b as one (it is at most 0.73 here), in the Cauchy–Schwarz step and in the worst-case factor 1+Λ+Λ². With the atomic phase kept, the same grid gives 2.2×10⁻⁴. The phase-free table changes the six bands by at most 9×10⁻⁹ Ha, so the finite basis dominates the error relative to the full problem in the same plane-wave set. With five nodes the largest shift of the lowest band is 1.4728×10⁻⁶ Ha, against 1.4729×10⁻⁶ Ha from the first-order formula.

Two omissions cost much more. Freezing S_k at Γ while H_k varies gives a band error of 1.2×10⁻² Ha. The second concerns the sampling. If all points with a positive component are left out, eight points and 64 states remain. At (0.45,0.45,0.45) their span gives an error of 3.4×10⁻² Ha, while 64 functions from the full sample give 9.9×10⁻⁵ Ha. The small number of points is not the cause: the eight corners, with all components ±½, also supply 64 states, and their span gives only 7.0×10⁻⁵ Ha at the same k, which lies close to one of them. Likewise the one-sided span gives 1.3×10⁻⁶ Ha at (−0.45,−0.45,−0.45), where the energies are the same by time reversal. The corners alone are not a sufficient sample: away from them their error reaches 5.9×10⁻³ Ha at the ten points. The energies on opposite faces carry the same information, but the periodic functions do not.

The fixed plane-wave set breaks this periodicity slightly, by an amount that depends on the band and on k. The lowest energies at (−0.5,0.1,0.2) and (0.5,0.1,0.2) differ by 1.8×10⁻⁷ Ha. Among the six bands the difference between (−0.5,0.5,0.5) and (0.5,0.5,0.5) reaches 2.5×10⁻⁵ Ha, more than the basis error at M = 100. This measures the broken k periodicity, not the full cutoff error. Raising the cutoff to 20 Ha lowers the six bands by up to 3.3×10⁻⁵ Ha at (0.2,0.1,0.3) and (0.45,0.45,0.45), which also exceeds that basis error.

With M = 100 and seven nodes per direction, the lowest energy at (0.2,0.1,0.3) is −0.0767417 Ha, against −0.0767440 Ha from the full problem. The largest error over the six bands and ten points is

1.02×10⁻⁵ Ha = 0.28 meV.

This is not the maximum over the whole zone: at (0,0.25,0) the basis error is 1.2×10⁻⁵ Ha.

The matrix dimension has fallen from 341 to 100. If dense diagonalization scales as the cube of the dimension, the work per k-point falls by (341/100)³ ≈ 40, apart from assembling the matrices and the initial sampling. The gain is worthwhile when many k-points are needed. Bands above the sampled range are less accurate (at the ten points band 9 is off by up to 4.5×10⁻⁵ Ha, and the largest errors of bands 10 to 14 lie between 3×10⁻⁴ and 1.2×10⁻³ Ha), and a change of V or D calls for new matrices and, if the states change appreciably, a new sample.
